\section*{Monte Carlo Chord Sampling for the Chambers Conductivity of Circular Wires}

\section{The estimator}

A long, straight circular wire of diameter $D$ is made of a metal with bulk conductivity $\sigma_0$ and mean free path $\lambda$. Its conductivity $\sigma$ along the axis is an average over random chords of the wire. With $\kappa=D/\lambda$,
\begin{equation}
r\equiv\frac{\sigma}{\sigma_0}=\langle f_p(x)\rangle,\qquad
f_p(x)=1-\frac{(1-p)(1-e^{-x})}{x(1-pe^{-x})},\qquad
x=\frac{\kappa\cos\alpha}{\sin\theta}. \label{main}
\end{equation}
Here $p$ is the probability of specular reflection, $\theta$ is the angle between velocity and axis, and $(D/2)\sin\alpha$ is the impact parameter of the chord in the cross-section. The angles are independent, with densities
\begin{equation}
\frac2\pi\cos^2\alpha\quad\left(|\alpha|<\frac\pi2\right),\qquad
3\cos^2\theta\sin\theta\quad\left(0<\theta<\frac\pi2\right). \label{measure}
\end{equation}
For $N$ independent chords, the mean $\bar Y$ of $Y_i=f_p(x_i)$ estimates $r$, and its variance is estimated by
\begin{equation}
\widehat{\mathrm{Var}}(\bar Y)=\frac{s^2}{N},\qquad
s^2=\frac1{N-1}\sum_{i=1}^N(Y_i-\bar Y)^2. \label{var}
\end{equation}

The model assumes a spherical Fermi surface, a constant relaxation time $\tau$, linear response, no magnetic field, and constant $p$ with $0\le p<1$. Reflections that are not specular are fully diffuse. The treatment is semiclassical, so transverse quantization is left out, as are grain boundaries.

\section{From the Boltzmann equation to chords}

Let the field $E$ point along the axis $z$ and let $q$ be the carrier charge. Write the change of the distribution as $(-\partial f_{\rm eq}/\partial\varepsilon)\psi$. The linear, steady Boltzmann equation is then
\begin{equation}
\mathbf v\cdot\nabla\psi+\frac{\psi}{\tau}=qEv_z .
\end{equation}
The bulk solution is $\psi_0=qE\tau v_z$. Set $h=\psi/\psi_0$, and let $s$ be the distance travelled since the last surface hit. Since $\lambda=v\tau$,
\begin{equation}
\lambda\frac{dh}{ds}+h=1,\qquad h(s)=1-(1-h_0)e^{-s/\lambda}, \label{h}
\end{equation}
where $h_0$ is the value just after the hit.

Specular reflection conserves $v_z$ and the transverse speed. In a circle it also preserves the angle between path and surface normal, so successive chords are rotated copies with the same length $S$. By rotational symmetry they all start with the same $h_0$. The diffuse part carries no drift: $\psi$ is odd in $v_z$, and its average over directions vanishes. The boundary condition is therefore $h_0=p\,h(S)$. With $x=S/\lambda$,
\begin{equation}
h_0=p\left[1-(1-h_0)e^{-x}\right]
\;\Rightarrow\;
h_0=\frac{p(1-e^{-x})}{1-pe^{-x}},\quad
1-h_0=\frac{1-p}{1-pe^{-x}}. \label{h0}
\end{equation}
For $p=0$, (\ref{h}) becomes the Chambers factor $1-e^{-s/\lambda}$.

The current contains one factor $v_z$ from the velocity and one from $\psi_0$. Dividing by the bulk current gives
\begin{equation}
r=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\,h,
\qquad A=\frac{\pi D^2}{4}. \label{definition}
\end{equation}
For a fixed direction, cut the cross-section into parallel chords. A uniform area density makes position uniform along each chord, and
\begin{equation}
\frac1S\int_0^S e^{-s/\lambda}ds=\frac{1-e^{-x}}x.
\end{equation}
Together with (\ref{h}) and (\ref{h0}) this gives $f_p$. The planar chord is $D\cos\alpha$ and the full chord is $S=D\cos\alpha/\sin\theta$. With impact parameter $b=(D/2)\sin\alpha$, the area fraction of a strip is
\begin{equation}
\frac{D\cos\alpha\,db}{A}
=\frac{D\cos\alpha\,(D/2)\cos\alpha\,d\alpha}{\pi D^2/4}
=\frac2\pi\cos^2\alpha\,d\alpha .
\end{equation}
Integrating over azimuth and folding the two axial directions together turns $3\cos^2\theta\,d\Omega/(4\pi)$ into $3\cos^2\theta\sin\theta\,d\theta$. This completes (\ref{main}) and (\ref{measure}).

Two tests bear on this reduction. Direct quadrature of (\ref{definition}) over position and direction at $\kappa=1$, $p=0$ gives $0.49286$, as does quadrature over chords. Ray tracing with explicit reflections at $\kappa=p=0.5$ gives $0.5435\pm0.0005$, against $0.5444$ from chords, a difference of $1.8$ standard errors.

\section{Three samplers for one mean}

Let $U$ and $V$ be independent uniform numbers on $(0,1)$, drawn afresh at each use. The variable $X=\sqrt U\cos(2\pi V)$ is a coordinate of a uniform point in the unit disk, with density $(2/\pi)\sqrt{1-X^2}$.

\paragraph{Plain sampler.} Set $\sin\alpha=X$, which gives the density $(2/\pi)\cos^2\alpha$. The variable $\mu=\cos\theta$ has density $3\mu^2$ and cumulative distribution $\mu^3$, so $\mu=U^{1/3}$. Average $Y=f_p(x)$.

The other samplers use the moments
\begin{align}
\langle x\rangle&=\kappa\left(\frac2\pi\int_{-\pi/2}^{\pi/2}\cos^3\alpha\,d\alpha\right)
\left(3\int_0^{\pi/2}\cos^2\theta\,d\theta\right)
=\kappa\,\frac8{3\pi}\,\frac{3\pi}4=2\kappa,\\
\left\langle\frac1x\right\rangle&=\frac1\kappa
\left(\frac2\pi\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha\right)
\left(3\int_0^{\pi/2}\cos^2\theta\sin^2\theta\,d\theta\right)
=\frac1\kappa\,\frac4\pi\,\frac{3\pi}{16}=\frac3{4\kappa}.
\end{align}

\paragraph{Thin-wire sampler.} Multiply the original density by $x/(2\kappa)$ and compensate in the estimator:
\begin{equation}
Y=\frac{2\kappa f_p(x)}x .
\end{equation}
The new densities are $(3/4)\cos^3\alpha$ and $(4/\pi)\cos^2\theta$. Thus $t=\sin\alpha$ has density $(3/4)(1-t^2)$, that of a coordinate of a uniform point in a ball: $t=U^{1/3}(2V-1)$. The density of $\sin\theta$ is that of $|X|$.

\paragraph{Thick-wire sampler.} Multiply the original density by $(4\kappa/3)/x$ and sample the deficit $1-r$:
\begin{equation}
Y=1-\frac3{4\kappa}x[1-f_p(x)]
=1-\frac{3(1-p)}{4\kappa}\frac{1-e^{-x}}{1-pe^{-x}} .
\end{equation}
The densities are now $(1/2)\cos\alpha$ and $(16/\pi)\cos^2\theta\sin^2\theta$. Hence $\sin\alpha=2U-1$. For $v=\sin^2\theta$, $dv=2\sin\theta\cos\theta\,d\theta$ gives the density $(8/\pi)\sqrt{v(1-v)}$, a semicircle on $(0,1)$, so $v=(1+X)/2$.

For small $x$, direct evaluation of $f_p$ subtracts nearly equal numbers. A stable form is
\begin{equation}
f_p=\frac{(1-p)f_0+p(1-e^{-x})}{1-p+p(1-e^{-x})},\qquad
f_0=\frac x2-\frac{x^2}6+\frac{x^3}{24}-\cdots, \label{stable}
\end{equation}
with the series used below $x=10^{-3}$ and $1-e^{-x}$ computed by a routine designed for small arguments.

\section{Variance and choice of sampler}

Let $V_Y$ be the variance of one sample. Independence gives $\mathrm{Var}(\bar Y)=V_Y/N$. The factor $N-1$ in (\ref{var}) follows from
\begin{equation}
\left\langle\sum_i(Y_i-\bar Y)^2\right\rangle
=\left\langle\sum_i(Y_i-r)^2\right\rangle-N\langle(\bar Y-r)^2\rangle
=NV_Y-V_Y .
\end{equation}
Thus $s^2/N$ is an unbiased estimate of the variance of the mean. The resistivity is $\rho=\rho_0/r$, with $\rho_0$ the bulk value. To first order $\delta\rho=-\rho_0\delta r/r^2$, so
\begin{equation}
\mathrm{se}(\rho)=\frac{\rho_0}{\bar Y^2}\frac{s}{\sqrt N},\qquad
N_\epsilon=\frac{V_Y}{\epsilon^2r^2}, \label{N}
\end{equation}
where $N_\epsilon$ is the sample count for a relative standard error $\epsilon$.

The algorithm is as follows.
\begin{enumerate}
\item Draw a pilot set with each sampler and select the one with the smallest $s$.
\item Discard the pilot values and draw $N$ fresh samples with the selected sampler.
\item Report $\bar Y$, $s/\sqrt N$ and, if wanted, $\rho$ with (\ref{N}).
\end{enumerate}
Fresh samples matter: given any pilot choice, their mean still has expectation $r$.

\section{The thick-wire limit}

Divide out the exponential in the deficit:
\begin{equation}
\frac{1-e^{-x}}{1-pe^{-x}}
=1-\frac{(1-p)e^{-x}}{1-pe^{-x}}
=1-(1-p)\sum_{n=1}^{\infty}p^{n-1}e^{-nx}.
\end{equation}
Using $\langle1/x\rangle=3/(4\kappa)$,
\begin{equation}
r=1-\frac{3(1-p)}{4\kappa}
+(1-p)^2\sum_{n=1}^{\infty}p^{n-1}\left\langle\frac{e^{-nx}}x\right\rangle . \label{split}
\end{equation}
For $\kappa\gg1$ the remaining average comes from short chords, near $\alpha=\pm\pi/2$. Put $u=\cos\alpha$ and $w=\sin\theta$. The two ends contribute equally, and $d\alpha$ has magnitude $du/\sqrt{1-u^2}$. At fixed $w$ the average is
\begin{equation}
\frac{2w}{\pi\kappa}\,2\int_0^1\frac{u\,e^{-n\kappa u/w}}{\sqrt{1-u^2}}du
=\frac{4w}{\pi\kappa}\left[\frac{w^2}{n^2\kappa^2}+O(\kappa^{-4})\right].
\end{equation}
Since $\langle w^3\rangle=3\int_0^{\pi/2}\cos^2\theta\sin^4\theta\,d\theta=3\pi/32$, this averages to $3/(8n^2\kappa^3)$. With $\mathrm{Li}_2(p)=\sum_{n\ge1}p^n/n^2$,
\begin{equation}
r=1-\frac{3(1-p)}{4\kappa}
+\frac{3(1-p)^2}{8\kappa^3}\frac{\mathrm{Li}_2(p)}p+O(\kappa^{-5}), \label{thick}
\end{equation}
where $\mathrm{Li}_2(p)/p=1$ at $p=0$. The leading loss is proportional to the diffuse fraction $1-p$ and to $\lambda/D$.

\section{The thin-wire limit}

For $x\to0$, (\ref{stable}) gives
\begin{equation}
f_p\simeq\frac{(1-p)x/2+px}{1-p}=\frac{1+p}{2(1-p)}x,
\qquad r\simeq\kappa\frac{1+p}{1-p}. \label{thin}
\end{equation}
The second result uses $\langle x\rangle=2\kappa$. Although nearly axial chords have large $x$, the ratio $f_p/x$ is bounded for fixed $p<1$, so the limit may be taken inside the average weighted by $x$. The condition is $\kappa\ll1-p$: it makes typical values of $x$ small and, when $p$ is near $1$, also allows the term $p(1-e^{-x})$ in the denominator of (\ref{stable}) to be dropped. For $p=0$ the leading law is $\sigma\simeq\sigma_0D/\lambda$: the diameter replaces the mean free path.

The next term cannot come from averaging $-x^2/6$, because $\langle1/\sin^2\theta\rangle$ diverges logarithmically. For $p=0$ a Mellin transform separates the powers. In the strip $-1<\mathrm{Re}\,z<0$, two integrations by parts give
\begin{equation}
\int_0^\infty x^{z-1}f_0\,dx
=\int_0^\infty x^{z-2}(e^{-x}-1+x)dx
=\frac{\Gamma(z+1)}{(z-1)z}=\Gamma(z-1).
\end{equation}
Scaling $x$ by $\kappa$ then yields the transform of $r(\kappa)$,
\begin{equation}
r^*(z)=\Gamma(z-1)A(-z)B(z),\quad
A(m)=\langle\cos^m\alpha\rangle,\quad
B(z)=\frac32\,\frac{\Gamma(\frac32)\Gamma(1+\frac z2)}{\Gamma(\frac52+\frac z2)},
\end{equation}
where $B(z)$ continues $\langle\sin^z\theta\rangle$. Moving the inversion contour to the left expands $r$ in residues of $r^*(z)\kappa^{-z}$.

At $z=-1$ the residue is $\frac12(8/3\pi)(3\pi/4)\kappa=\kappa$. At $z=-2+\eta$ two simple poles coincide. With Euler's constant $\gamma$,
\begin{align}
\Gamma(-3+\eta)&=-\frac1{6\eta}\left[1+\eta\left(\frac{11}6-\gamma\right)+\cdots\right],\\
A(2-\eta)&=\frac34\left[1-\eta\left(\frac7{12}-\ln2\right)+\cdots\right],\\
B(-2+\eta)&=\frac3\eta\left[1+\eta(\ln2-1)+\cdots\right],\\
\kappa^{2-\eta}&=\kappa^2\left[1+\eta\ln(1/\kappa)+\cdots\right].
\end{align}
The coefficient of $1/\eta$ in the product is the residue. Its prefactor is $-\frac16\cdot\frac34\cdot3=-\frac38$, and the constants add to $\frac{11}6-\gamma-\frac7{12}+2\ln2-1=\frac14+2\ln2-\gamma$. At $z=-3$ the factors are $1/24$, $A(3)=32/(15\pi)$ and $B(-3)=-3\pi/2$, with product $-2/15$. Hence
\begin{equation}
r=\kappa-\frac38\kappa^2\left[\ln\frac1\kappa+\frac14+2\ln2-\gamma\right]
-\frac2{15}\kappa^3+O\!\left(\kappa^4\ln\frac1\kappa\right). \label{log}
\end{equation}
The logarithm comes from directions with $\kappa\ll\theta\ll1$, whose chords are much longer than $D$ but still shorter than $\lambda$.

\section{Sampling error in the two limits}

The following laws are for $p=0$. For the plain sampler in a thin wire, the same angular range gives
\begin{equation}
\langle f_0^2\rangle\simeq\frac{\kappa^2}4\langle\cos^2\alpha\rangle\,
3\int_{\sim\kappa}^{\sim1}\frac{d\theta}\theta
\simeq\frac9{16}\kappa^2\ln\frac1\kappa .
\end{equation}
Dividing by $r^2\simeq\kappa^2$ shows that the relative variance grows as $(9/16)\ln(1/\kappa)$, plus a constant.

For the thin sampler write $Y=\kappa(1-d)$, with $d=1-2f_0/x$. Near the axis its angular density is $4/\pi$ and $x\simeq\kappa\cos\alpha/\theta$, so $d\theta$ has magnitude $\kappa\cos\alpha\,dx/x^2$. In this measure the mean of $\cos\alpha$ is $9\pi/32$, and
\begin{equation}
\frac{V_Y}{r^2}\simeq\frac4\pi\,\frac{9\pi}{32}\kappa J=\frac98J\kappa,\qquad
J=\int_0^\infty\frac{(1-2f_0/x)^2}{x^2}dx\simeq0.3727 .
\end{equation}
The squared mean of $d$ is of order $\kappa^2\ln^2\kappa$ and does not affect this order. The relative error now vanishes as $\kappa\to0$. Most of this variance comes from rare, nearly axial chords: the probability of $x>1$ is about $(4/\pi)(9\pi/32)\kappa=9\kappa/8$. A reliable $s^2$ therefore needs $N\gg1/\kappa$.

For the thick sampler, $Y=1-3(1-e^{-x})/(4\kappa)$. Short chords give, in its measure,
\begin{equation}
\langle e^{-2x}\rangle_{\rm thick}\simeq
\left\langle\int_0^\infty u\,e^{-2\kappa u/w}du\right\rangle_{\rm thick}
=\frac{\langle w^2\rangle_{\rm thick}}{4\kappa^2}=\frac1{8\kappa^2},
\end{equation}
because $\langle w^2\rangle_{\rm thick}=1/2$. The squared mean of $e^{-x}$ is of order $\kappa^{-4}$. Therefore
\begin{equation}
\sqrt{V_Y}\simeq\frac3{4\kappa}\frac1{\sqrt8\,\kappa}
=\frac3{8\sqrt2\,\kappa^2}.
\end{equation}
This small variance is carried by rare events. The probability of $x<1$ is about $\langle w^2\rangle_{\rm thick}/(2\kappa^2)=1/(4\kappa^2)$. A reliable $s^2$ needs many such chords, hence $N\gg\kappa^2$. At $\kappa=30$, a run of $200000$ samples contains about $56$ of them on average.

Deterministic quadrature tests all three laws. At $\kappa=0.01$ the single-sample deviations are $0.0123$ (plain) and $0.00061$ (thin), so the plain sampler needs about $400$ times as many samples for equal error. At $\kappa=30$ they are $0.0156$ (plain) and $0.00029$ (thick), a factor of about $2800$ in samples. Used in the wrong limit, either special sampler is worse than the plain one.

The leading thin and thick laws are built into the prefactors of the special samplers. The plain sampler contains neither and provides the independent Monte Carlo check. At $\kappa=0.01$ it gives $0.009767\pm0.000028$, against $0.009787$ from (\ref{log}). The leading value $0.01$ lies more than eight standard errors away, so the run resolves the correction. At $\kappa=30$ it gives $0.97498\pm0.00004$, against $0.97501$ from (\ref{thick}). This confirms the leading loss but cannot resolve the $\kappa^{-3}$ term, which is $1.4\times10^{-5}$. The thick sampler does resolve it, with $0.9750141\pm0.0000007$ against $0.9750139$.

\section{A wire between the limits}

Take a model free-electron metal with density $n=8.0\times10^{28}\,\mathrm{m^{-3}}$, $\lambda=20$ nm, $D=10$ nm and $p=0.2$. Then $\kappa=10/20=0.5$. Combining $\sigma_0=ne^2\tau/m$, $\lambda=v_F\tau$ and $mv_F=\hbar k_F$ gives
\begin{equation}
k_F=(3\pi^2n)^{1/3}=1.333\times10^{10}\,\mathrm{m^{-1}},\qquad
\rho_0=\frac{\hbar k_F}{ne^2\lambda}=3.423\,\mu\Omega\,\mathrm{cm}.
\end{equation}

One chord shows the arithmetic. For $\sin\alpha=0.6$ and $\sin\theta=0.5$, the planar chord is $10\sqrt{1-0.6^2}=8$ nm and the full chord is $8/0.5=16$ nm. Thus $x=16/20=0.8$ and
\begin{equation}
f_{0.2}(0.8)=1-\frac{0.8(1-e^{-0.8})}{0.8(1-0.2e^{-0.8})}=0.395 .
\end{equation}

Pilot runs of $5000$ samples give deviations of $0.1435$ (plain), $0.1545$ (thin) and $0.1894$ (thick), so the plain sampler is selected. A fresh run of $200000$ samples gives
\begin{equation}
r=0.3960\pm0.0003,\qquad
\rho=\frac{3.4227}{0.39604}=8.642\pm0.007\,\mu\Omega\,\mathrm{cm},
\end{equation}
or $86.42$ n$\Omega\,$m. The uncertainties are one standard error and cover sampling alone, not the assumptions of the model. Quadrature gives $r=0.3965$, which is $1.3$ standard errors away. A relative standard error of $0.1$ percent would take about $129000$ plain, $149000$ thin or $223000$ thick samples.

Neither leading law serves at this diameter. The thin law gives $0.5(1.2/0.8)=0.75$, nearly twice the computed ratio, and the thick law gives $1-3(0.8)/(4\times0.5)=-0.20$, an impossible conductivity.

The error estimate was tested on $2000$ independent runs of $1000$ samples for this wire. The observed variance of the means was $0.999$ times the average estimate, and the nominal $95$ percent interval covered the quadrature value in $95.5$ percent of runs. This calibration applies to the plain sampler here; it does not remove the conditions $N\gg1/\kappa$ for the thin sampler in a thin wire and $N\gg\kappa^2$ for the thick sampler in a thick wire. The plain sampler also meets rare, nearly axial chords in a thin wire: $x>1$ has probability about $\frac32\kappa^2\langle\cos^2\alpha\rangle=9\kappa^2/8$. These chords carry only a minor share of its variance, about a fifth at $\kappa=0.01$ and $p=0$, but chords with $x$ of order one set the scatter of $s^2$, whose relative variance scales as $1/(N\kappa^2\ln^2\kappa)$. The condition $N\gg1/\kappa^2$ is therefore sufficient for a reliable $s^2$, and stricter than needed by this squared logarithm. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Electron density: 8.0e+28 m^-3
Mean free path: 20.0 nm
Wire diameter: 10.0 nm; p: 0.2
kappa: 0.500; Fermi wave number: 1.3330e+10 m^-1
Bulk resistivity: 3.4227 micro-ohm cm
One chord: impact/radius 0.6, sin(theta) 0.5
One chord: planar 8.00 nm, full 16.00 nm
One chord: x 0.800, f_p 0.39496
Pilot samples per sampler: 5000
plain: pilot deviation 0.14353; N for 0.1 percent 129353
thin: pilot deviation 0.15450; N for 0.1 percent 148638
thick: pilot deviation 0.18937; N for 0.1 percent 223390
Selected sampler: plain; main-run samples: 200000
Conductivity ratio: 0.396042 +/- 0.000319 (1 s.e.)
Quadrature conductivity ratio: 0.396468
Wire resistivity: 8.6423 micro-ohm cm
Resistivity standard error: 0.0070 micro-ohm cm
Wire resistivity, converted: 86.423 nano-ohm m
Leading thin ratio: 0.7500
Leading thick ratio: -0.2000
p=0 table: kappa, ratio, single-sample deviations plain / thin / thick
0.01  0.0097875  1.2336e-02  6.1020e-04  6.6284e-01
0.10  0.0872646  6.8423e-02  1.5508e-02  4.9233e-01
1.00  0.4928633  1.5090e-01  2.0829e-01  1.2439e-01
10.00  0.9253831  4.3186e-02  6.0199e-01  2.6303e-03
30.00  0.9750139  1.5612e-02  6.6925e-01  2.9438e-04
Plain MC kappa 0.01: 0.0097666 +/- 0.0000275; series 0.0097875
Plain MC kappa 30: 0.9749845 +/- 0.0000354; series 0.9750139
Thick MC kappa 30: 0.97501412 +/- 0.00000066
Leading ratios: kappa 0.01 0.0100000; kappa 30 0.9750000
Thin logarithm constant: 1.059079; variance integral J: 0.372690
Thin variance / limiting law at kappa 1e-4: 0.99719
Plain relative-variance growth, kappa 1e-3 to 1e-4: 1.2760
Predicted logarithmic growth: 1.2952
Thick deviation / limiting law at kappa 100: 0.99992
Chambers definition, kappa 1, p 0: 0.4928633
Chord quadrature, kappa 1, p 0: 0.4928633
Ray trace: kappa 0.5, p 0.5, N 100000
Ray trace ratio: 0.54347 +/- 0.00053; chord 0.54441
Calibration: 2000 runs of 1000 samples
Observed / estimated variance of mean: 0.9992
Coverage of nominal 95 percent interval: 95.45 percent
Observed / estimated resistivity error: 1.0005
\end{verbatim}
